# Spin-orbit gaps of spin-polarized p bands and magnetization direction

## The problem

A flat square layer in the plane $z=0$, with lattice constant $a$, has one p shell on every site. An exchange field splits each level into a majority-spin state and a minority-spin state higher by $\Delta$. The majority spin points along the unit vector

$$\mathbf n=(\sin\theta\cos\varphi,\ \sin\theta\sin\varphi,\ \cos\theta).$$

The magnetization lies along the same axis. Its sign relative to the spin does not matter for the first-order splitting found here. The $p_z$ level lies above $p_x$ and $p_y$, and near their crossing the majority $p_x$ and $p_y$ bands are alone in energy. Spin-orbit coupling acts on each site as $\lambda\,\mathbf L\cdot\mathbf S$, with $\mathbf L$ and $\mathbf S$ in units of $\hbar$, so that $\lambda$ is an energy.

(a) Where in the Brillouin zone do the two bands cross when $\lambda=0$?

(b) Find their splitting at fixed $\mathbf k$ to first order in $\lambda$, for any $\mathbf n$. Compare perpendicular with in-plane magnetization.

(c) Evaluate the result for $\lambda=0.3$ eV, and find the leading correction for perpendicular magnetization.

"Gap" below means a direct splitting, between two levels at the same $\mathbf k$. Whether the layer as a whole is an insulator is a separate question.

## Hints

1. For hopping along a bond, split the p orbitals into parts along the bond and across it. Ask which reflection forbids $p_x$–$p_y$ hopping between nearest neighbours.
2. Write $p_x=x f(r)$, and likewise for the others. The operator $\mathbf L$ does not act on $f(r)$. Find where each component of $\mathbf L$ sends $p_x$ and $p_y$.
3. First-order theory for degenerate levels needs the perturbation only inside the degenerate space. Here that space has two orbitals and one spin state.
4. Is the spin-orbit matrix element between $p_x$ and $p_y$ real or imaginary? Compare it with the hopping.

## Solution

### (a) The crossing

Let $V_\sigma$ and $V_\pi$ be the hopping amplitudes between nearest-neighbour p orbitals pointing along and across the bond. A $p_x$ orbital has two neighbours along $x$, with Bloch phases $e^{\pm ik_xa}$, and two along $y$. Hence

$$E_x=2V_\sigma\cos k_xa+2V_\pi\cos k_ya,$$

$$E_y=2V_\pi\cos k_xa+2V_\sigma\cos k_ya.$$

Their difference is

$$d=E_x-E_y=2(V_\sigma-V_\pi)(\cos k_xa-\cos k_ya).$$

For a bond along $x$, the reflection $y\to-y$ preserves the bond and $p_x$ but reverses $p_y$, so the hopping between them vanishes. The same holds for bonds along $y$. With nearest neighbours alone the bands therefore cross where $\cos k_xa=\cos k_ya$, which is on the two diagonals $|k_x|=|k_y|$.

Diagonal neighbours change this. Let their amplitudes be $V'_\sigma$ and $V'_\pi$. For a bond direction $\mathbf u=(1,\pm1)/\sqrt2$, the $p_x$–$p_y$ amplitude is

$$(V'_\sigma-V'_\pi)u_xu_y=\pm t_2,\qquad t_2=\tfrac12(V'_\sigma-V'_\pi).$$

Adding the four neighbours gives the mixing

$$m=2t_2[\cos(k_x+k_y)a-\cos(k_x-k_y)a]=-4t_2\sin k_xa\,\sin k_ya.$$

The diagonal bonds also shift $E_x$ and $E_y$, but equally, so $d$ is unchanged. A crossing now needs both $d=0$ and $m=0$. On the diagonals the second condition requires $\sin k_xa=0$, which leaves the zone centre $\Gamma$ and the corner M, at $ka=(\pi,\pi)$.

### (b) The first-order splitting

**Orbital part.** Start with $L_z=-i(x\partial_y-y\partial_x)$. It gives zero on $f(r)$, so

$$L_z(xf)=-i(-y)f=i\,yf,\qquad L_z(yf)=-i\,xf.$$

In the same way, $L_x=-i(y\partial_z-z\partial_y)$ and $L_y=-i(z\partial_x-x\partial_z)$ give

$$L_xp_x=0,\quad L_xp_y=i\,p_z,\qquad L_yp_x=-i\,p_z,\quad L_yp_y=0.$$

Thus $L_x$ and $L_y$ carry the in-plane orbitals out of the $p_x,p_y$ space or destroy them. All their matrix elements inside that space vanish. The remaining component is

$$L_z\to\begin{pmatrix}0&-i\\ i&0\end{pmatrix}=\tau_y,$$

where the Pauli matrices $\tau$ act on the column $(p_x,p_y)$.

**Spin part.** The majority spinor is $(\cos\frac\theta2,\ e^{i\varphi}\sin\frac\theta2)$. Since only $L_z$ survives, only $S_z$ is needed:

$$\langle S_z\rangle=\tfrac12\left(\cos^2\tfrac\theta2-\sin^2\tfrac\theta2\right)=\tfrac12\cos\theta.$$

The projected spin-orbit term is therefore $\frac12\lambda\cos\theta\,\tau_y$.

**Two-band matrix.** With $\bar E=(E_x+E_y)/2$, the effective Hamiltonian is

$$H=\bar E+\begin{pmatrix}d/2&m-\frac i2\lambda\cos\theta\\ m+\frac i2\lambda\cos\theta&-d/2\end{pmatrix}.$$

If $\varepsilon$ is measured from $\bar E$, the vanishing determinant reads

$$\left(\tfrac d2-\varepsilon\right)\left(-\tfrac d2-\varepsilon\right)-\left|m-\tfrac i2\lambda\cos\theta\right|^2=0.$$

The first product is $\varepsilon^2-d^2/4$. The modulus squared is $m^2+\frac14\lambda^2\cos^2\theta$, with no cross term because $m$ is real. The two roots $\pm\varepsilon$ are separated by

$$\boxed{\,\delta E=\sqrt{d^2+4m^2+\lambda^2\cos^2\theta}\,}$$

At a crossing, $d=m=0$ and

$$\delta E=\lambda|\cos\theta|.$$

Perpendicular magnetization gives a gap $\lambda$. In-plane magnetization gives zero to this order.

**Meaning.** At a crossing with $\cos\theta\ne0$, the eigenstates are $(p_x\pm i p_y)/\sqrt2$, with orbital angular momentum $\pm1$ along $z$. They have spin-orbit energies $\pm\frac12\lambda\cos\theta$. For an in-plane spin, the coupling favours an orbital moment along an in-plane axis. Such a moment needs an admixture of $p_z$, which the two-orbital space does not contain.

The argument requires $\lambda$ to be small compared with the energies of the omitted states. At a general $\mathbf k$ it also requires the horizontal mirror $z\to-z$, which forbids hopping between $p_z$ and the in-plane orbitals. The second variation removes that mirror.

### (c) Numbers and the leading correction

Take $V_\sigma=0.5$ eV, $V_\pi=-0.1$ eV and $\Delta=3$ eV, with the $p_z$ site level 2 eV above the other two. Set $t_2=0$ at first. The majority $p_x,p_y$ bands reach up to $2(0.5+0.1)=1.2$ eV. The majority $p_z$ band starts at $2-0.4=1.6$ eV and the minority bands start at $3-1.2=1.8$ eV. Before spin-orbit coupling, the pair is isolated from higher bands by 0.4 eV.

At $ka=(\pi/2,\pi/2)$ all nearest-neighbour cosine terms vanish, so the crossing is at zero energy and $p_z$ lies $D=2$ eV above it. The six-state values below come from numerical diagonalization with all three orbitals and both spins. The splitting was minimized along a cut through this point at right angles to the crossing line, with $\varphi=0$ held fixed.

| $\theta$ | first order (meV) | six states (meV) |
|---|---|---|
| 0° | 300.0 | 308.7 |
| 30° | 259.8 | 266.6 |
| 60° | 150.0 | 153.1 |
| 85° | 26.1 | 26.6 |
| 90° | 0.0 | 0.0 |

The excess at $\theta=0$ can be derived. Write

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

The majority state with orbital quantum number $m_l=+1$ cannot be raised in $m_l$, and its up spin cannot be raised either. Its energy is $+\lambda/2$. The majority state $m_l=-1$ has diagonal energy $-\lambda/2$. Since $L_+|{-1}\rangle=\sqrt2\,|0\rangle$, it couples to minority $p_z$ with amplitude $\lambda/\sqrt2$. The $p_z$ state has $m_l=0$ and energy $D+\Delta$. The lower root of the resulting two-state problem is

$$E_-=\tfrac12\left[D+\Delta-\tfrac\lambda2-\sqrt{\left(D+\Delta+\tfrac\lambda2\right)^2+2\lambda^2}\right].$$

The gap is $\lambda/2-E_-$. For small $\lambda$ this becomes

$$\delta E\simeq\lambda+\frac{\lambda^2}{2(D+\Delta)}.$$

The correction is $0.09/10$ eV, or 9 meV. The unexpanded root gives 308.7 meV, in agreement with the six-state value.

**A local gap in a metal.** Along the crossing line the unsplit energy is $2(V_\sigma+V_\pi)\cos k_xa$, which runs from $-0.8$ to $+0.8$ eV. The gap therefore opens at different energies at different $\mathbf k$. On a grid over the zone, the six-state calculation for perpendicular magnetization finds the top of the lower band 1.29 eV above the bottom of the upper one. The bands overlap despite the direct gap. With one electron per site in this pair of bands, both are partly filled and the layer is a metal.

**Diagonal hopping.** Set $t_2=20$ meV, choosing $V'_\sigma=-V'_\pi=t_2$. At $ka=(\pi/2,\pi/2)$ this alone gives a splitting $2|m|=8t_2=160$ meV. With perpendicular magnetization the two-band formula gives $\sqrt{160^2+300^2}=340$ meV, against 348 meV from six states. A gap at this point is then no evidence of spin-orbit coupling by itself. The change with magnetization direction carries that information.

**Comparison with a real shell.** The value 0.3 eV is the rough size of $\lambda$ for the 4p shell of a bromine atom. The other parameters are round model values and do not describe a bromine compound. In particular, the exchange splitting of 3 eV was chosen to keep the minority bands away. Whether the bands are fully spin-polarized must be checked for any real layer. If $\Delta$ were 1 eV with the rest fixed, the leading correction at $ka=(\pi/2,\pi/2)$ would rise from 9 to $0.09/6$ eV, or 15 meV. The larger change would be that minority bands overlap the majority pair in energy.

At 300 K, $k_BT=25.9$ meV. The first-order gap equals this when the spin is tilted out of the plane by $\arcsin(25.9/300)=4.9^\circ$. Below that tilt the first-order gap is smaller than $k_BT$. The full gap also contains the second-order term of Variation 1, which grows where $p_z$ lies closer. At Γ with $\varphi=45^\circ$, the six-state gap is 23 meV at zero tilt and 28 meV at a tilt of 3°. Thermal broadening matters well above it too, because the Fermi function takes about $4.4\,k_BT$, or 114 meV, to fall from 90% to 10% occupation. The first-order gap reaches that width only at a tilt of about 22°. Electron correlation, lattice vibrations and any response of the exchange field to rotation are outside the model.

## Variation 1: in-plane magnetization at second order

*Does the crossing remain when virtual transitions to the omitted states are included?*

Let $\mathbf n$ lie in the plane and let $\mathbf u=\hat{\mathbf z}\times\mathbf n$. Use the orbitals $p_n$ and $p_u$ along these directions. The rules for $\mathbf L$ keep their form in the right-handed axes $(\mathbf n,\mathbf u,\hat{\mathbf z})$. The component $S_n$ preserves the majority spin, while $S_u$ and $S_z$ flip it. Each allowed transition has amplitude of magnitude $\lambda/2$:

- $p_u$ goes to majority $p_z$, at energy $D$, and to minority $p_n$, at energy $\Delta$.
- $p_n$ goes to minority $p_z$, at energy $D+\Delta$, and to minority $p_u$, at energy $\Delta$.

No final state is shared, so second order produces no coupling between $p_n$ and $p_u$. Their energy shifts are

$$\epsilon_u=-\frac{\lambda^2}4\left(\frac1D+\frac1\Delta\right),\qquad
\epsilon_n=-\frac{\lambda^2}4\left(\frac1{D+\Delta}+\frac1\Delta\right).$$

The terms in $1/\Delta$ cancel in the difference:

$$\delta=\epsilon_n-\epsilon_u=\frac{\lambda^2\Delta}{4D(D+\Delta)}.$$

For the example, $\delta=0.27/40$ eV $=6.75$ meV. In the original basis, $p_n=\cos\varphi\,p_x+\sin\varphi\,p_y$ and $p_u=-\sin\varphi\,p_x+\cos\varphi\,p_y$. The traceless part of the shift is thus

$$\tfrac\delta2(\cos2\varphi\,\tau_z+\sin2\varphi\,\tau_x).$$

With nearest-neighbour hopping, the $\tau_z$ part merely moves the place where the diagonal terms balance, to $d=-\delta\cos2\varphi$. The $\tau_x$ part leaves a gap $\delta|\sin2\varphi|$. At $\varphi=45^\circ$ this is 6.75 meV, while six-state diagonalization gives 7.35 meV. These values belong to $ka=(\pi/2,\pi/2)$. The distance $D$ to $p_z$ changes along the crossing line, from 0.8 eV at Γ to 3.2 eV at M, and the six-state gap falls accordingly from 23 meV to 3.7 meV.

For $\mathbf n$ along $x$, the crossing moves without opening. On the cut $ka=(\pi/2+q,\pi/2-q)$, $d=-4(V_\sigma-V_\pi)\sin q$, so $\sin q=6.75/2400=0.0028$. The six-state shift is 0.0031 in magnitude.

A symmetry protects this crossing beyond second order. Combine the orbital reflection $p_x\to-p_x$ with the spin operation $\sigma_x$. Nearest-neighbour hopping is diagonal in the orbitals and is unchanged, as is exchange along $x$. The operation preserves $L_x$ and $S_x$ and reverses both $y$ and $z$ components of $\mathbf L$ and $\mathbf S$, so $\mathbf L\cdot\mathbf S$ is unchanged too. Majority $p_x$ and $p_y$ have eigenvalues $-1$ and $+1$. The two bands cannot mix at any order in $\lambda$.

With diagonal hopping and $\mathbf n$ along $[110]$, second order splits the two levels at M itself, but a crossing can survive nearby. At $ka=(\pi+s,\pi+s)$, hopping separates $p_n$ from $p_u$ by $2m=-8t_2\sin^2s$, while second order adds $+\delta$. They cancel at $\sin^2s=\delta/(8t_2)$ for $t_2>0$. Here $\delta$ must be evaluated with the energies near M: with $t_2=20$ meV, $D=3.12$ eV and $\delta=3.5$ meV, which gives $|s|=0.149$. For $t_2=20$ meV, six-state diagonalization places the crossing at $|s|=0.157$.

## Variation 2: a layer without its horizontal mirror

*Buckling or a substrate allows hopping $\gamma$ between in-plane orbitals and $p_z$. Take nearest-neighbour hopping and $\mathbf n=\pm\hat{\mathbf x}$. Is the in-plane gap still free of a term linear in $\lambda$?*

The new hopping has opposite signs on opposite bonds, so

$$\langle p_x|H|p_z\rangle=\gamma(e^{ik_xa}-e^{-ik_xa})=2i\gamma\sin k_xa,$$

and similarly for $p_y$. At $ka=(\pi/2,\pi/2)$, the amplitudes from $p_x$ and $p_y$ into majority $p_z$ are

$$A_x=-2i\gamma,\qquad A_y=-2i\gamma+\tfrac i2\lambda n_x.$$

The second term in $A_y$ comes from $L_xp_y=i\,p_z$. Eliminating $p_z$, at energy $D$, gives the $p_x$–$p_y$ coupling

$$-\frac{A_x^*A_y}{D}=-\frac{4\gamma^2-\gamma\lambda n_x}{D}.$$

Changes in the diagonal terms shift the crossing. The leading gap on the cut is twice the magnitude of the coupling:

$$\delta E\simeq\frac{|8\gamma^2-2\gamma\lambda n_x|}{D}.$$

A term linear in $\lambda$ has appeared, through the $p_z$ admixture already present in the bands. For $\gamma=50$ meV, the hopping part is $0.02/2$ eV $=10$ meV and the linear part is $0.03/2$ eV $=15$ meV. The formula gives 5 meV for $\mathbf n=+\hat{\mathbf x}$ and 25 meV for $\mathbf n=-\hat{\mathbf x}$. Six-state diagonalization gives 6.0 and 25.5 meV, and 9.95 meV when $\lambda=0$.

The dependence on the sign of $\mathbf n$ belongs to this chosen $\mathbf k$. Time reversal takes $\mathbf k$ to $-\mathbf k$ and $\mathbf n$ to $-\mathbf n$ together, so the two values exchange places at $ka=(-\pi/2,-\pi/2)$. At a general point on the diagonals, the absence of a linear term for in-plane magnetization therefore relies on the horizontal mirror. At Γ and M the new hopping vanishes, because $\sin k_xa=\sin k_ya=0$. In this model the bands still cross there when $\lambda=0$, and the first-order zero survives without the mirror.
